# Matthiessen's Estimate as an Upper Bound on Nondegenerate Mobility

Carriers of charge magnitude $q$ and mass $m$ occupy one isotropic parabolic band at temperature $T$. They are nondegenerate, the driving field $F$ is weak, and two independent mechanisms scatter them with positive, energy-dependent relaxation times $\tau_1(E)$ and $\tau_2(E)$. Each mechanism is either elastic or randomises the velocity, so that a relaxation time exists. Collisions between carriers are left out until part (f). Scattering probabilities per unit time add, so at each energy

$$\frac1{\tau(E)}=\frac1{\tau_1(E)}+\frac1{\tau_2(E)} .$$

Let $\mu_1$ and $\mu_2$ be the mobilities that each mechanism would give alone. Matthiessen's estimate of the combined mobility is $\mu_M=(1/\mu_1+1/\mu_2)^{-1}$. The problem is to find how the true mobility $\mu$ stands to $\mu_M$.

## (a) Mobility as an energy average

**Express the mobility as an average of $\tau$ over $x=E/k_BT$.**

**Solution.** Let the force act along $z$ and produce the acceleration $a=qF/m$. In a uniform steady state the Boltzmann equation is

$$a\,\frac{\partial f}{\partial v_z}=-\frac{f-f_0}{\tau},\qquad f_0\propto e^{-mv^2/2k_BT}.$$

To first order in $a$, $f$ may be replaced by $f_0$ on the left. Since $\partial f_0/\partial v_z=-(mv_z/k_BT)f_0$,

$$\delta f=f-f_0=-\tau a\frac{\partial f_0}{\partial v_z}=\frac{m a}{k_BT}\,\tau v_z f_0 .$$

The equilibrium part carries no current, so the drift velocity is

$$v_d=\frac{\int v_z\,\delta f\,d^3v}{\int f_0\,d^3v}
=\frac{ma}{k_BT}\,\frac{\int \tau v_z^2 f_0\,d^3v}{\int f_0\,d^3v}.$$

Because $\tau$ and $f_0$ depend on speed alone, the angular average replaces $v_z^2$ by $v^2/3=2k_BTx/3m$. The volume element $v^2dv$ is proportional to $x^{1/2}dx$. Hence

$$v_d=\frac{2a}{3}\,\frac{\int_0^\infty\tau x^{3/2}e^{-x}dx}{\int_0^\infty x^{1/2}e^{-x}dx}.$$

The denominator is $\Gamma(3/2)$, and $\tfrac32\Gamma(3/2)=\Gamma(5/2)$. Therefore

$$\mu=\frac{v_d}{F}=\frac{q\langle\tau\rangle}{m},\qquad
\langle g\rangle=\frac1{\Gamma(5/2)}\int_0^\infty g(x)\,x^{3/2}e^{-x}dx .$$

The weight is positive and $\langle1\rangle=1$. Likewise $\mu_i=q\langle\tau_i\rangle/m$, and both averages are assumed finite.

## (b) The harmonic sum

**Write $\tau$ and $\mu_M$ through $h(a,b)=ab/(a+b)$ for positive $a,b$, where $a$ is now a time. Show that $h$ is concave, and find the directions in which it has no curvature.**

**Solution.** Adding rates gives $\tau=h(\tau_1,\tau_2)$. Since $h$ scales in proportion to its arguments,

$$\mu_M=\frac qm\,h(\langle\tau_1\rangle,\langle\tau_2\rangle).$$

The true mobility thus contains the average of $h$, and the estimate contains $h$ of the averages.

The first derivatives are $h_a=b^2/(a+b)^2$ and $h_b=a^2/(a+b)^2$. Differentiating again,

$$h_{aa}=-\frac{2b^2}{(a+b)^3},\qquad h_{bb}=-\frac{2a^2}{(a+b)^3},$$

$$h_{ab}=\frac{2b}{(a+b)^2}-\frac{2b^2}{(a+b)^3}=\frac{2ab}{(a+b)^3}.$$

For a displacement $(u,w)$ the second variation is

$$h_{aa}u^2+2h_{ab}uw+h_{bb}w^2=-\frac{2(bu-aw)^2}{(a+b)^3}\le0 .$$

So $h$ is concave. The curvature vanishes when $u/w=a/b$, that is, along the ray from the origin through $(a,b)$. Moving along such a ray changes both times by a common factor and leaves their ratio fixed.

## (c) The inequality and its equality case

**Use concavity to prove $\mu\le\mu_M$. Show that equality holds if and only if $\tau_1/\tau_2$ is independent of energy, apart from a set of energies of zero measure.**

**Solution.** A concave function lies below its tangent planes. At a point $(a_0,b_0)$ put $t=b_0/(a_0+b_0)$. By part (b) the gradient there is $(t^2,(1-t)^2)$. The plane $t^2a+(1-t)^2b$ has this gradient, and at the point of contact its value is

$$\frac{b_0^2a_0+a_0^2b_0}{(a_0+b_0)^2}=\frac{a_0b_0}{a_0+b_0}=h(a_0,b_0),$$

so it is the tangent plane. Its height above $h$ can be found in closed form:

$$\begin{aligned}
t^2a+(1-t)^2b-\frac{ab}{a+b}
&=t^2(a+b)-2tb+b-\frac{ab}{a+b}\\
&=t^2(a+b)-2tb+\frac{b^2}{a+b}\\
&=(a+b)\left(t-\frac b{a+b}\right)^2 .
\end{aligned}$$

Now set $a=\tau_1(x)$, $b=\tau_2(x)$, and choose the point of contact at the averages:

$$t=\frac{\langle\tau_2\rangle}{\langle\tau_1\rangle+\langle\tau_2\rangle}.$$

This $t$ is a constant, so averaging the plane gives $t^2\langle\tau_1\rangle+(1-t)^2\langle\tau_2\rangle=h(\langle\tau_1\rangle,\langle\tau_2\rangle)$. With the local share $s(x)=\tau_2/(\tau_1+\tau_2)$, the average of the identity is

$$h(\langle\tau_1\rangle,\langle\tau_2\rangle)-\langle\tau\rangle
=\big\langle(\tau_1+\tau_2)\,(t-s)^2\big\rangle\ \ge 0 .$$

Multiplication by $q/m$ gives $\mu\le\mu_M$, with the size of the deficit.

The right side is the average of a nonnegative function with a positive weight. It vanishes only if $s(x)=t$ almost everywhere, which means $\tau_1/\tau_2=(1-t)/t$, a constant. Conversely, if $\tau_1=\kappa\tau_2$ with constant $\kappa$, then both $s$ and $t$ equal $1/(1+\kappa)$ and the deficit is zero. The individual times may still vary strongly with energy. For $\tau_1=1+3e^{-(x-2)^2}$ and $\tau_2=0.7\,\tau_1$, in any unit of time, numerical integration gives $\mu/\mu_M=1$ to eight decimals. Replacing the second time by $0.5\,x^{1/2}$ gives 0.9118.

The physical reason is a difference in how resistances combine. At one energy the two mechanisms act like resistors in series, while carriers of different energies conduct in parallel. Matthiessen's estimate averages each mechanism over energy first. Each then gets full credit for the energies at which it scatters weakly, although the other mechanism may block the current there.

## (d) What the proof needs

**Decide whether the inequality survives Fermi statistics, several mass directions and a third mechanism.**

**Solution.** Part (c) used a positive, normalised weight and the addition of rates at each point of the average. It did not use the form $x^{3/2}e^{-x}$.

For Fermi statistics the weight becomes $x^{3/2}(-\partial f_0/\partial x)$, suitably normalised. It is positive, so the inequality holds if $\mu_1$ and $\mu_2$ are computed with the same weight. In the strongly degenerate limit this weight is concentrated at the Fermi energy. If the relaxation times vary little over a few $k_BT$ around that energy, as for elastic scattering with smooth $\tau_i(E)$, then $s$ has nearly one value there and $\mu/\mu_M\to1$. Inelastic scattering can break this condition, because the occupation of the final states changes within a few $k_BT$ of the Fermi energy.

For equivalent ellipsoidal valleys in a cubic crystal, suppose that each principal axis $i$ has its own time $\tau^{(i)}$. The mobility is $\mu=(q/3)\sum_i\langle\tau^{(i)}\rangle/m_i$. This is an average over energy and axis, with positive axis weights proportional to $1/m_i$. The inequality holds if rates add for each axis, and equality now requires a ratio independent of axis as well as energy.

For a third mechanism, apply the result twice. Let $\tau_{12}=h(\tau_1,\tau_2)$. Since $h$ increases with each argument,

$$\langle h(\tau_{12},\tau_3)\rangle\le h(\langle\tau_{12}\rangle,\langle\tau_3\rangle)\le h\big(h(\langle\tau_1\rangle,\langle\tau_2\rangle),\langle\tau_3\rangle\big).$$

The last expression is the three-term Matthiessen estimate.

The proof does not apply when a mechanism has no relaxation time, as for inelastic scattering that feeds carriers preferentially into certain directions, or when one mechanism alters the rate of the other. In the first case the inequality itself survives, provided the linearised collision operators $C_1$, $C_2$ are symmetric, positive and additive. Then $1/\mu$ is proportional to the minimum of $(\phi,C\phi)$ over trial distributions $\phi$ carrying unit current, and the minimum for $C_1+C_2$ cannot be smaller than the sum of the separate minima.

## (e) Phonons and charged impurities

**Take acoustic phonons with $\tau_L=Ax^{-1/2}$ and ionised impurities with $\tau_I=Bx^{3/2}$. Reduce $\mu$ to one integral, examine both limits of the mixture, and evaluate it for $\mu_L=36000$ and $\mu_I=30000\ \mathrm{cm^2/Vs}$, $m=0.12\,m_0$, $T=77$ K.**

**Solution.** The phonon rate follows the density of final states, proportional to $x^{1/2}$. The impurity rate is velocity times a Coulomb cross-section, $x^{1/2}x^{-2}$, if the slowly varying screening logarithm is frozen. The two times have opposite trends, so their ratio is far from constant.

The averages are $\langle\tau_L\rangle=A\,\Gamma(2)/\Gamma(5/2)$ and $\langle\tau_I\rangle=B\,\Gamma(4)/\Gamma(5/2)$. With $\Gamma(2)=1$ and $\Gamma(4)=6$,

$$c\equiv\frac AB=\frac{6\mu_L}{\mu_I}.$$

The combined time is

$$\tau=\frac{AB\,x}{Ax^{-1/2}+Bx^{3/2}}=\frac{A\,x^{3/2}}{x^2+c}.$$

Averaging it and dividing by $\langle\tau_L\rangle$ gives

$$\frac{\mu}{\mu_L}=\int_0^\infty\frac{x^3e^{-x}}{x^2+c}\,dx
=1-c\int_0^\infty\frac{x\,e^{-x}}{x^2+c}\,dx .$$

The second form follows from $x^3=x(x^2+c)-cx$.

*Few impurities, $c\to0$.* The last integral is dominated by small $x$. Up to $x=1$, replacing $e^{-x}$ by 1 gives $\tfrac12\ln[(1+c)/c]$, with an error below 1 because $1-e^{-x}\le x$. The part beyond $x=1$ is below $e^{-1}$. Hence

$$\frac{\mu}{\mu_L}=1-\frac c2\ln\frac1c+O(c),\qquad \frac{\mu_M}{\mu_L}=\frac1{1+c/6}=1-\frac c6+\dots$$

The first impurities cost more mobility than the estimate says, by a logarithm. Slow carriers contribute to the phonon-limited current in proportion to $x$, and for $x$ above $\sqrt c$ impurities remove a fraction of about $c/x^2$ of this. The loss $c\,dx/x$ builds up the logarithm between $x\approx\sqrt c$ and $x\approx1$. The unbounded growth belongs to the frozen screening factor. With the energy-dependent factor of part (f) at a fixed screening length ($z=284x$), the slowest carriers are scattered less, and the ratio of the loss to Matthiessen's loss levels off near 10 as $c\to0$.

*Many impurities, $c\to\infty$.* Expanding $1/(x^2+c)$ to second order in $1/c$, and using $\int x^3e^{-x}dx=6$, $\int x^5e^{-x}dx=120$, gives

$$\mu\simeq\mu_I\left(1-\frac{20}{c}\right),\qquad \mu_M\simeq\mu_I\left(1-\frac6c\right).$$

Both ratios $\mu/\mu_M$ tend to 1, so the deficit is largest in between. A numerical search over $\mu_L/\mu_I$ from $e^{-4}$ to $e^4$ gives a smallest $\mu/\mu_M$ of 0.702, at $\mu_L/\mu_I=0.77$.

*The numbers.* From $\langle\tau_i\rangle=m\mu_i/q$, the mean times are 2.456 ps for phonons and 2.047 ps for impurities. Multiplying by $\Gamma(5/2)=1.329$, and dividing the second result by 6, gives $A=3.265$ ps and $B=0.4535$ ps. Thus $c=6(36000/30000)=7.2$, and the two times cross at $x=\sqrt c=2.68$. The constant share is $t=30000/66000=0.4545$.

| $x$ | $\tau_L$ (ps) | $\tau_I$ (ps) | $\tau$ (ps) | $s$ |
|---|---|---|---|---|
| 1.0 | 3.265 | 0.454 | 0.398 | 0.122 |
| 2.5 | 2.065 | 1.793 | 0.960 | 0.465 |
| 5.0 | 1.460 | 5.070 | 1.134 | 0.776 |

At $x=1$ the deficit integrand, before weighting, is $(3.265+0.454)(0.4545-0.122)^2=0.41$ ps. At $x=2.5$ it is nearly zero, and at $x=5$ it is $6.530(0.4545-0.776)^2=0.68$ ps. Both slow and fast carriers therefore contribute to the deficit.

The full average is $\langle\tau\rangle=0.7918$ ps, against Matthiessen's 1.1165 ps. The difference, 0.3247 ps, agrees with the separately integrated remainder of part (c). In mobilities,

$$\mu_M=\frac{36000\times30000}{66000}=16364\ \mathrm{cm^2/Vs}=1.636\ \mathrm{m^2/Vs},$$

$$\mu=0.3223\times36000\simeq11600\ \mathrm{cm^2/Vs}=1.16\ \mathrm{m^2/Vs}.$$

The ratio is 0.709: the estimate exceeds the model mobility by 41% of the latter.

The error also matters when the rule is used backwards. Given $\mu$ and $\mu_L$, it would assign the impurities a mobility $(1/11605-1/36000)^{-1}\simeq17100\ \mathrm{cm^2/Vs}$, instead of the 30000 put in.

## (f) How far the model is from germanium

**The inputs above are rough values for compensated n-type germanium with $6\times10^{15}$ donors and $4\times10^{15}$ acceptors per $\mathrm{cm^3}$. Estimate the effects of the main omissions on $\mu$.**

**Solution.** Each change below is relative to $\mu=11600\ \mathrm{cm^2/Vs}$ and is made separately. The material parameters are rough, so the results are sizes, not corrections to be summed.

*Degeneracy and freeze-out.* With donor depth 10 meV and eight degenerate donor states, equilibrium requires

$$\frac{n(n+N_A)}{N_D-N_A-n}=\frac{N_c}{8}e^{-E_d/k_BT}.$$

Here $k_BT=6.64$ meV and $N_c=1.32\times10^{18}\ \mathrm{cm^{-3}}$, which gives $n=1.73\times10^{15}\ \mathrm{cm^{-3}}$. The Fermi level lies $6.6\,k_BT$ below the band edge, and Fermi weights change $\mu$ by only about 0.02%. Some $2.7\times10^{14}\ \mathrm{cm^{-3}}$ donors stay neutral. If only s and p waves scatter, with phase shifts $\delta_0$ and $\delta_1$, the momentum-transfer cross-section is $(4\pi/k^2)[\sin^2(\delta_0-\delta_1)+2\sin^2\delta_1]$, which cannot exceed $12\pi/k^2$. At this ceiling, reached for $\delta_0=0$ and $\delta_1=\pi/2$, the neutral donors lower $\mu$ by 3.6%. Higher partial waves are left out, and so are excited donor levels, whose binding energies are below $k_BT$. Counting the $2s$ and $2p_0$ levels (about 3.5 and 4.7 meV, eight states each) raises the neutral density to about $4\times10^{14}\ \mathrm{cm^{-3}}$ and the loss to 5.6%, so 3.6% is not a bound for the sample.

*Coulomb logarithm.* For screened impurities the frozen factor becomes $\ln(1+z)-z/(1+z)$ in the rate, where $z=4k^2\lambda^2$ and $\lambda$ is the screening length. It comes from integrating $p^3/(p^2+\lambda^{-2})^2$ over wave-vector transfers $p$ up to $2k$. Screening by the free electrons gives $\lambda=58$ nm and $z=284x$. With $\mu_I$ held fixed, $\mu$ rises by 4.7% and $\mu/\mu_M$ becomes 0.742. This factor is a Born result, and the Born condition is marginal here, since $k$ times the donor Bohr radius is about 1 at $x=1$. Phase shifts for the same screened potential, attractive for donors and repulsive for acceptors, give a rise of about 7.6% and a ratio of 0.76.

*Anisotropic mass.* Take masses of 1.6 and $0.08\,m_0$, and let the longitudinal impurity time be ten times the transverse one. With $\mu_L$ and $\mu_I$ held fixed, $\mu$ falls by 6.9% and $\mu/\mu_M$ becomes 0.661. This is lower than the isotropic minimum, since the ratio of times now varies with direction too.

*Optical phonons.* Their energy, 37 meV, is $5.6\,k_BT$, so few are present and few electrons can emit one. A rate with deformation coupling $5.5\times10^8$ eV/cm, compared with an acoustic potential of 11 eV and a sound speed of $5.4\times10^5$ cm/s, lowers $\mu$ by 1.3%.

*Electron-electron collisions.* Their strong limit gives the largest change in this list, but that limit need not apply to this sample. Such collisions, if they conserve total momentum, do not stop the drift, but they redistribute it over energy. In the strong limit the electrons form a Maxwellian with common drift $v_d$, so $\delta f=(mv_dv_z/k_BT)f_0$. By the integrals of part (a), the mean momentum loss per electron is $mv_d\langle1/\tau\rangle$. Balancing it against $qF$ gives

$$\mu_{ee}=\frac q{m\langle1/\tau\rangle}.$$

For the present mixture in one isotropic valley this is about $6900\ \mathrm{cm^2/Vs}$, 40% below $\mu$. Since $\langle1/\tau\rangle=\langle1/\tau_1\rangle+\langle1/\tau_2\rangle$, Matthiessen's rule becomes valid in this limit, but for component mobilities that are themselves changed by the collisions. They are smaller than $\mu_L$ and $\mu_I$ by

$$\langle\tau_L\rangle\langle\tau_L^{-1}\rangle=\frac{\Gamma(2)\Gamma(3)}{\Gamma(5/2)^2}=1.13,\qquad
\langle\tau_I\rangle\langle\tau_I^{-1}\rangle=\frac{\Gamma(4)\Gamma(1)}{\Gamma(5/2)^2}=3.40 .$$

A model collision term that relaxes the electrons towards a drifting Maxwellian of the same momentum, at rates of 0.1, 1 and 10 per ps, gives about 11500, 10700 and 8800 $\mathrm{cm^2/Vs}$. These figures are for one isotropic valley. In germanium, collisions between electrons of different valleys force a common drift on all valleys, and the strong limit becomes $\mu_{ee}=3q/\sum_i m_i\langle1/\tau^{(i)}\rangle$, in which the heavy longitudinal mass counts fully. With the masses and time ratio used above this is about $3500\ \mathrm{cm^2/Vs}$, 70% below $\mu$. The actual rate in this sample has not been computed, so none of these figures gives the size of the effect here. Given this and the rough inputs, the value 11600 should not be read as a prediction for real germanium to better than some tens of per cent.

*Field.* The drift velocity reaches the speed of sound at $5.4\times10^5/11605\simeq47$ V/cm. This is only a rough scale for the weak-field treatment. The field at which the carriers heat up depends on how fast they pass energy to acoustic and optical phonons, which is not computed here.

The remaining figures are in the numerical output.

## Computed values

```
temperature: 77 K;  kT = 6.635 meV
input phonon mobility mu_L: 36000 cm2/Vs
input impurity mobility mu_I: 30000 cm2/Vs
input model mass: 0.12 m0
mean phonon time <tau_L>: 2.4562 ps
mean impurity time <tau_I>: 2.0468 ps
prefactors: A = 3.2651 ps, B = 0.4535 ps
c = A/B: 7.2000;  times equal at x = 2.6833
constant share t: 0.4545
x=1.0: tau_L 3.2651, tau_I 0.4535, tau 0.3982 ps, share 0.1220
x=2.5: tau_L 2.0650, tau_I 1.7926, tau 0.9596 ps, share 0.4647
x=5.0: tau_L 1.4602, tau_I 5.0702, tau 1.1337 ps, share 0.7764
mean combined time <tau>: 0.7918 ps
Matthiessen time: 1.1165 ps
averaged remainder: 0.3247 ps
mobility mu: 11605 cm2/Vs = 1.1605 m2/Vs
Matthiessen mobility: 16364 cm2/Vs = 1.6364 m2/Vs
ratio mu/mu_M: 0.7092;  mu/mu_L: 0.3223
smallest mu/mu_M over all mixtures: 0.7024 at mu_L/mu_I = 0.766
mu/mu_M, four test pairs: 0.7661, 0.9785, 0.9118, 0.9329
mu/mu_M, proportional pair: 1.00000000
velocity-space drift / formula: 1.0000001
donors 6.0e+15, acceptors 4.0e+15 cm^-3; donor depth 10 meV
masses: long. 1.6, trans. 0.08 m0; permittivity 16
band density of states N_c: 1.321e+18 cm^-3
electrons 1.729e+15, neutral donors 2.708e+14 cm^-3
charged impurities: 9.729e+15 cm^-3
Fermi level from band edge: -6.638 kT
degeneracy: mobility change +0.018 %, mu/mu_M 0.7092
screening length 58.2 nm; b at x=1: 283.6
Coulomb log: mobility change +4.68 %, mu/mu_M 0.7424
anisotropy (time ratio 10): mobility change -6.86 %, mu/mu_M 0.6605
optical inputs: D 5.5e+08 eV/cm, Xi 11 eV, sound 5.4e+05 cm/s
optical energy 37 meV = 5.58 kT; relative coupling 0.643
optical phonons: mobility change -1.28 %
neutral donors (s,p ceiling): mobility change -3.57 %
strong electron-electron limit: 6915 cm2/Vs, change -40.4 %
model e-e rate 0.1, 1, 10 /ps: mobility 11469, 10666, 8847 cm2/Vs
field where drift equals sound speed: 46.5 V/cm
```
